# Two-Band Tunnelling in a Uniform Field: Landau-Zener and Kane Exponents, part 2

An electron in a direct-gap semiconductor, driven by a constant force $F>0$ (potential energy $-Fx$), passes from the valence to the conduction band with probability

$$T=e^{-S},\qquad S=\frac{\pi\Delta^2}{PF}=\frac{\pi E_g^2}{4PF}=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2F}. \tag{1}$$

Hartree atomic units are used; force and field have the same numerical value. The gap is $E_g=2\Delta$. With energy measured from midgap, the two-band model at wave number $k$ along the field is

$$H(k)=ck^2+Pk\,\sigma_x+\Delta\,\sigma_z,\qquad P>0,\ \Delta>0. \tag{2}$$

Its bands are $E_\pm(k)=ck^2\pm\sqrt{\Delta^2+P^2k^2}$, with $2|c|\Delta<P^2$. The band-edge masses $m_c$ (conduction) and $m_v$ (valence), both positive, obey $1/m_c=P^2/\Delta+2c$, $1/m_v=P^2/\Delta-2c$ and

$$\frac1{m_r}=\frac1{m_c}+\frac1{m_v}=\frac{2P^2}{\Delta},\qquad\text{so}\qquad P=\sqrt{\frac{\Delta}{2m_r}}=\sqrt{\frac{E_g}{4m_r}}. \tag{5}$$

In time, $k$ grows as $k_0+Ft$. The amplitudes $a,b$ of the $\sigma_x=\pm1$ states obey, up to a common phase,

$$i\frac{d}{dt}\begin{pmatrix}a\\b\end{pmatrix}
=\begin{pmatrix}\alpha t/2&V\\V&-\alpha t/2\end{pmatrix}
\begin{pmatrix}a\\b\end{pmatrix},\qquad \alpha=2PF,\quad V=\Delta. \tag{8}$$

With $\gamma=V^2/\alpha$ and $a=A\,e^{-i\alpha t^2/4}$, a solution is

$$A(t)=\int_C s^{i\gamma-1}e^{-is^2/(2\alpha)+ist}\,ds,\qquad
b(t)=-\frac{e^{-i\alpha t^2/4}}{V}\int_C s^{i\gamma}e^{-is^2/(2\alpha)+ist}\,ds. \tag{10}$$

The contour $C$ runs from left to right below $s=0$, with the branch cut up the positive imaginary axis. The limits are $a(-\infty)=0$ and $|b(+\infty)/b(-\infty)|=e^{-\pi\gamma}$. Hence

$$T=\exp\left(-\frac{2\pi V^2}{\alpha}\right)
=\exp\left(-\frac{2\pi\Delta^2}{2PF}\right)
=\exp\left(-\frac{\pi\Delta^2}{PF}\right), \tag{13}$$

with prefactor 1. For a transverse wave number $k_y$, with coupling $Pk_y\sigma_y$ and $c=0$,

$$T(k_y)=\exp\left(-\frac{\pi\Delta^2}{PF}\right)\exp\left(-\frac{\pi Pk_y^2}{F}\right). \tag{14}$$

In the static picture the energy from local midgap is $E=Fx$, and in the gap $k=i\kappa$. For $c=0$, $\kappa(E)=\sqrt{\Delta^2-E^2}/P$, and $E=\Delta\sin\vartheta$ gives the semiclassical exponent

$$S=\frac2F\int_{-\Delta}^{\Delta}\kappa\,dE
=\frac{2\Delta^2}{PF}\int_{-\pi/2}^{\pi/2}\cos^2\vartheta\,d\vartheta
=\frac{2\Delta^2}{PF}\cdot\frac{\pi}{2}=\frac{\pi\Delta^2}{PF}. \tag{16}$$

Equivalently $S=\frac{\pi}{2}\kappa_{\max}L$, with barrier length $L=E_g/F$ and $\kappa_{\max}=\Delta/P$.

### Why the exponents agree, also for unequal masses

The time-dependent problem can be treated semiclassically too. The relative phase of the two bands is $\int(E_+-E_-)\,dt$, with $dt=dk/F$. The bands meet at the complex wave number $k=i\Delta/P$. Continuing the phase factor to this point along $k=i\kappa$ gives

$$\exp\left[\frac iF\int_0^{i\Delta/P}(E_+-E_-)\,dk\right]
=\exp\left[-\frac1F\int_0^{\Delta/P}(E_+-E_-)\,d\kappa\right].$$

Its square has the exponent

$$S=\frac2F\int_0^{\Delta/P}\left[E_+(i\kappa)-E_-(i\kappa)\right]d\kappa. \tag{17}$$

Equations (16) and (17) measure one area in the plane of $\kappa$ and $E$. It is bounded by the axis $\kappa=0$ and the imaginary band. The static calculation slices it at fixed $E$, the time-dependent one at fixed $\kappa$.

The argument does not need equal masses. For $c\ne0$,

$$E_\pm(i\kappa)=-c\kappa^2\pm\sqrt{\Delta^2-P^2\kappa^2},\qquad
\frac{dE_\pm}{d\kappa}=-\kappa\left(2c\pm\frac{P^2}{\sqrt{\Delta^2-P^2\kappa^2}}\right).$$

The fraction is at least $P^2/\Delta$, which exceeds $2|c|$. The upper branch therefore falls steadily from $\Delta$ and the lower one rises steadily from $-\Delta$ until they meet. Each energy in the gap has one positive $\kappa$, and both ways of slicing are valid. The difference $E_+-E_-$ does not contain $c$, so the area remains $\pi\Delta^2/(2P)$. Within (2) the exponent depends on the masses through $m_r$ alone. A further term $d\,k^2\sigma_z$, which remote bands can supply, spoils this slightly: for the parameters of the worked example, at fixed $m_r$ and $E_g$, the area in (17) grows by 0.1 per cent for $|d|=1$ and by 0.4 per cent for $|d|=2$.

For an implementation, $\kappa(E)$ at $c\ne0$ follows from $(E+c\kappa^2)^2=\Delta^2-P^2\kappa^2$. With $y=\kappa^2$, $B=P^2+2cE$ and $D=\Delta^2-E^2$, this reads $c^2y^2+By-D=0$. Its positive root is

$$\kappa^2=\frac{-B+\sqrt{B^2+4c^2D}}{2c^2}=\frac{2D}{B+\sqrt{B^2+4c^2D}}. \tag{18}$$

The second form results from multiplying numerator and denominator by $B+\sqrt{B^2+4c^2D}$. It avoids the subtraction of nearly equal numbers and remains valid at $c=0$. For $c\ne0$ the quadratic also has a negative root, which means a real wave number: at larger $|k|$ the term $ck^2$ bends one of the bands back through the gap. This solution is an artefact of ending the expansion in $k$ at second order, and it is discarded. It need not lie far out: for the unequal masses of the worked example ($c=6$) the lower band is only 40 meV deep and re-enters the gap at about $2.1\,\Delta/P$. For such $c$ the model describes the bands near the gap only, and the static picture supplies the exponent but no scattering state extending far to the left.

If the force varies with position but keeps its sign, the semiclassical static exponent becomes $2\int\kappa(E)\,dE/F(E)$, where $F(E)$ is the force at the place where the local energy is $E$. Since $\kappa\ge0$, this lies between the uniform-field values for the largest and the smallest force in the barrier. The single area is then weighted unevenly, and (1) with one nominal field is an approximation.

### Static scattering beyond the semiclassical exponent

For $c=0$ the static problem can be solved without the semiclassical approximation. The equation is $-iP\sigma_x\psi'+\Delta\sigma_z\psi=Fx\,\psi$. Let $u$ and $w$ be the components with $\sigma_x=+1$ and $-1$. Then

$$iw'=\frac{Fx}{P}w-\frac{\Delta}{P}u,\qquad iu'=\frac{\Delta}{P}w-\frac{Fx}{P}u. \tag{19}$$

Set $u=i\beta$. The equations become $iw'=\frac{Fx}{P}w-\frac{i\Delta}{P}\beta$ and $i\beta'=-\frac{i\Delta}{P}w-\frac{Fx}{P}\beta$. This is (8) with $x$ in place of $t$, $w$ in place of $a$ and $\beta$ in place of $b$. The sweep rate is $2F/P$ and the coupling is $-i\Delta/P$. The Landau-Zener parameter is now

$$\gamma_x=\frac{(-i\Delta/P)^2}{2F/P}=-\frac{\Delta^2}{2PF}=-\gamma .$$

The contour solution (10) and its limits at large argument did not use the sign of $V^2$. There is thus a solution with $w(-\infty)=0$ and $|u(+\infty)/u(-\infty)|=e^{-\pi\gamma_x}=e^{\pi\gamma}=e^{S/2}$.

This growth does not violate conservation of probability, because the conserved quantity is the current $P\psi^\dagger\sigma_x\psi=P(|u|^2-|w|^2)$. Component $u$ moves to the right and $w$ to the left. Let $M$ connect the amplitudes $(u,w)$ on the far left to those on the far right. The solution just found shows that $|M_{uu}|=e^{S/2}$. Current conservation reads $M^\dagger\eta M=\eta$ with $\eta=\mathrm{diag}(1,-1)$, hence $M^{-1}=\eta M^\dagger\eta$ and $(M^{-1})_{uu}=M_{uu}^*$.

In the scattering state of interest, an electron comes from the left in the valence band and nothing comes from the right, so $w=0$ on the far right. Then $u_{\rm left}=M_{uu}^*u_{\rm right}$, and the transmission is

$$T=\left|\frac{u_{\rm right}}{u_{\rm left}}\right|^2=\frac1{|M_{uu}|^2}=e^{-S}. \tag{20}$$

The static and the time-dependent probabilities agree, including the prefactor.

### The prefactor of first-order theory

First-order perturbation theory in the interband coupling has the same exponent but another prefactor. Write the Hamiltonian without $ck^2$ as $\sqrt{\Delta^2+P^2k^2}\,(\cos\theta\,\sigma_z+\sin\theta\,\sigma_x)$, with $\tan\theta=Pk/\Delta$. Its eigenvectors are

$$|+\rangle=\begin{pmatrix}\cos(\theta/2)\\\sin(\theta/2)\end{pmatrix},\qquad
|-\rangle=\begin{pmatrix}-\sin(\theta/2)\\\cos(\theta/2)\end{pmatrix}.$$

Differentiation gives $\partial_k|-\rangle=-\frac12\theta'|+\rangle$, with

$$\frac{\theta'}{2}=\frac{P\Delta}{2(\Delta^2+P^2k^2)}. \tag{21}$$

Expand the state as $C_+|+\rangle e^{-i\int E_+dt}+C_-|-\rangle e^{-i\int E_-dt}$. Projecting the Schrödinger equation on $|+\rangle$ leaves $\dot C_+=\frac12F\theta'\,C_-\,e^{i\int(E_+-E_-)dt}$. To first order $C_-=1$. Substitute $Pk/\Delta=\sinh z$ and define $\lambda=\Delta^2/(PF)=S/\pi$. Then $\theta'dk=dz/\cosh z$, the phase is $2\lambda\int\cosh^2z\,dz$, and

$$C_+=\int_{-\infty}^{\infty}\frac{dz}{2\cosh z}\,
\exp\left[i\lambda\left(z+\tfrac12\sinh2z\right)\right]. \tag{22}$$

The integrand decays when the path is raised towards $z=i\pi/2$, where the bands meet. Put $z=i\pi/2+\zeta$. Then $\cosh z=i\sinh\zeta\simeq i\zeta$, and

$$z+\tfrac12\sinh2z=\frac{i\pi}{2}+\zeta-\tfrac12\sinh2\zeta\simeq\frac{i\pi}{2}-\frac23\zeta^3 .$$

For large $\lambda$ the relevant $\zeta$ are of order $\lambda^{-1/3}$, so the leading terms suffice:

$$C_+\simeq\frac{e^{-\pi\lambda/2}}{2i}\int\frac{d\zeta}{\zeta}\,e^{-2i\lambda\zeta^3/3}. \tag{23}$$

The path passes below $\zeta=0$. Let it come in along the ray $\arg\zeta=-5\pi/6$, turn on a small arc, and leave along $\arg\zeta=-\pi/6$. On both rays the exponential is $e^{-2\lambda|\zeta|^3/3}$ and $d\zeta/\zeta=d|\zeta|/|\zeta|$, so the two rays cancel. The arc contributes $i$ times its angle, $2\pi i/3$. Therefore

$$C_+\simeq\frac{\pi}{3}e^{-S/2},\qquad |C_+|^2\simeq\frac{\pi^2}{9}e^{-S}\qquad(S\gg1). \tag{24}$$

A small transition probability does not make first-order theory exact here. The coupling (21) has a pole where the bands meet, and higher orders also affect the leading prefactor, as comparison with (13) shows.

### Worked example

Take $E_g=0.6$ eV, or $0.02205$ hartree, and $m_r=0.025$ electron masses. These are round model parameters. Fields of 0.5 to 2 MV/cm exceed the avalanche breakdown field of a thick layer with a gap of this size. They occur in narrow, heavily doped junctions, where the field is not uniform, so the values below illustrate (1) rather than predict a device. The half gap is $\Delta=0.011025$ hartree, and (5) gives

$$P=\sqrt{\frac{0.02205}{4\times0.025}}=0.4696 .$$

At a field of 1 MV/cm, $F=1.9447\times10^{-4}$. The mapping (8) gives

$$\alpha=2\times0.4696\times1.9447\times10^{-4}=1.826\times10^{-4},\qquad
\gamma=\frac{(0.011025)^2}{1.826\times10^{-4}}=0.666 .$$

Hence $S=2\pi\gamma=4.18$ and $T=0.0153$. The static picture uses the length $L=6.0$ nm and $\kappa_{\max}=0.444$ nm$^{-1}$, and gives the same value, $S=\frac{\pi}{2}\times0.444\times6.0=4.18$.

| Field (MV/cm) | $L$ (nm) | $S$ | $T$ |
|---|---|---|---|
| 0.5 | 12.0 | 8.36 | $2.33\times10^{-4}$ |
| 1.0 | 6.0 | 4.18 | $1.53\times10^{-2}$ |
| 2.0 | 3.0 | 2.09 | $0.124$ |

Doubling the field halves $S$. From 0.5 to 1 MV/cm this raises $T$ by a factor of about 65, from 1 to 2 MV/cm by about 8.

The imaginary-band integral was also evaluated with $m_c=0.03125$ and $m_v=0.125$ electron masses. Their inverses, 32 and 8, add up to $40=1/0.025$. The exponents agree with those for equal masses to all digits in the numerical output. Direct propagation in time and static scattering were tested against $e^{-S}$ with a relative tolerance of $10^{-3}$. The largest difference, about $7\times10^{-5}$ of $T$, occurs for time propagation at the lowest field.

At 1 MV/cm the transverse wave number that lowers $T$ by a factor $e$ is $0.217$ nm$^{-1}$. Propagation at this $k_y$ gives a reduction factor of $0.3679$, as (14) requires. The first-order probability at this field is $1.32$ times $e^{-S}$, still well above the limit $\pi^2/9=1.097$. At $S=2000\pi$ the ratio is $1.099$. At $S=4.18$ the asymptotic form (24) thus underestimates the full first-order probability by about 17 per cent of the latter.

### Notes for implementation

A numerical sweep ends at a finite $|k|=K$. Integrating the first-order amplitude by parts estimates the error from each end as the coupling divided by the rate of change of the phase. With $U=PK/\Delta\gg1$, these are $1/(2U^2)$ and $2\lambda U$ per unit of $Pk/\Delta$, so the amplitude error is about $1/(4\lambda U^3)$. This estimate holds when the sweep starts in, and is projected on, the band eigenstates at $\pm K$; with the diabatic states the error is much larger, about $1/(2U)$ from each end. The error must be small compared with $e^{-S/2}$, not merely compared with 1. At fixed $U$ the ratio of the two is proportional to $e^{S/2}/S$, which grows with $S$ once $S>2$. In that range a weaker field needs a longer sweep for the same relative accuracy.

For large $S$ it is safer to store $\ln T=-S$ than $T$. The quantity $T$ is a probability per passage. A tunnelling current also requires the supply of electrons, the occupation of the final states and a sum over transverse momenta, none of which is contained in (1). An indirect gap needs a phonon or another source of momentum, and the direct-gap exponent does not describe it.

## Calculated quantities

```
gap Eg = 0.600 eV = 0.022050 hartree
reduced mass m_r = 0.0250 electron masses
half gap delta = 0.011025 hartree
interband velocity P = 0.46957 a.u.
largest kappa = 0.02348 1/bohr = 0.4437 1/nm
asymmetric case: c = 6.0000 a.u., m_c = 0.03125, m_v = 0.12500 electron masses
contour solution, relative error = 3.0e-11
--- field 0.5 MV/cm, F = 9.72345e-05 a.u.
tunnelling distance Eg/F = 12.000 nm
S from formula = 8.36316
S from imaginary band = 8.36316
S from imaginary band, unequal masses = 8.36316
S from complex time = 8.36316
T = exp(-S) = 2.33306e-04
T from time propagation = 2.33290e-04
T from static scattering = 2.33307e-04
--- field 1.0 MV/cm, F = 1.94469e-04 a.u.
tunnelling distance Eg/F = 6.000 nm
S from formula = 4.18158
S from imaginary band = 4.18158
S from imaginary band, unequal masses = 4.18158
S from complex time = 4.18158
T = exp(-S) = 1.52744e-02
T from time propagation = 1.52744e-02
T from static scattering = 1.52745e-02
--- field 2.0 MV/cm, F = 3.88938e-04 a.u.
tunnelling distance Eg/F = 3.000 nm
S from formula = 2.09079
S from imaginary band = 2.09079
S from imaginary band, unequal masses = 2.09079
S from complex time = 2.09079
T = exp(-S) = 1.23590e-01
T from time propagation = 1.23591e-01
T from static scattering = 1.23592e-01
--- further values at 1.0 MV/cm
sweep rate alpha = 2PF = 1.82634e-04 a.u.
coupling V = 0.011025 hartree
V^2/alpha = 0.66552
transverse k for factor 1/e = 0.01148 1/bohr = 0.2170 1/nm
propagated reduction factor at that k = 0.36792
first-order T over exp(-S) = 1.3162
same ratio at S = 2000 pi: 1.0986
limit (pi/3)^2 = 1.0966
```
